# Reading coercivity and internal bias from a shifted ferroelectric loop

**Question**

I have a polarization–field loop that is not centred. With increasing field the polarization passes through zero at $+8$ MV/m, and with decreasing field it passes through zero at $-4$ MV/m. I am asked for the half-width coercivity, the shift of the loop centre, and the sign of the equivalent internal bias.

Two things confuse me. First, there seem to be two coercive fields, so which one is "the" coercivity? Second, the loop has moved towards positive field. Does that mean that the field built into the sample is positive? I can find arguments for both signs.

**Answer**

Let $E$ be the applied field, and count $E$ and the polarization $P$ as positive in the same direction. Call the crossing on the rising branch $E_+$ and the one on the falling branch $E_-$, both with their signs:

$$E_+=+8\ \text{MV/m},\qquad E_-=-4\ \text{MV/m}.$$

The sign question needs a definition. I take the internal bias $E_b$ to be a field that adds to the applied one:

$$E_{\text{total}}=E+E_b .$$

If "internal bias" is instead taken to mean the displacement of the loop itself, it has the opposite sign, as the derivation shows. This may be why you find arguments for both.

**From the symmetric loop to the shifted one**

Suppose that without bias the material treats both polarization directions alike. Reversing both field and polarization then turns the rising branch $P_r$ into the falling branch $P_f$:

$$P_f(E)=-P_r(-E).$$

If the rising branch is zero at $E_c$, then $P_f(-E_c)=-P_r(E_c)=0$. The unbiased loop therefore crosses zero at $+E_c$ and $-E_c$, and one number describes both.

Now add a uniform, constant bias. The material responds to the total field, so the crossings occur when the total field is $+E_c$ and $-E_c$:

$$E_++E_b=+E_c,\qquad E_-+E_b=-E_c .$$

This also assumes that the drive saturates both polarization states, so that each branch starts from a fully switched sample.

Subtract the second equation from the first. The bias cancels:

$$E_+-E_-=2E_c\quad\Rightarrow\quad E_c=\frac{E_+-E_-}{2}.$$

Add the two equations. Now the coercivity cancels:

$$E_++E_-+2E_b=0\quad\Rightarrow\quad E_b=-\frac{E_++E_-}{2}.$$

The midpoint of the crossings is the loop-centre shift $E_s=(E_++E_-)/2$, so $E_b=-E_s$. With your numbers:

$$E_c=\frac{8-(-4)}{2}=6\ \text{MV/m}=60\ \text{kV/cm},$$

$$E_s=\frac{8+(-4)}{2}=+2\ \text{MV/m}=+20\ \text{kV/cm},$$

$$E_b=-2\ \text{MV/m}=-20\ \text{kV/cm}.$$

Substituting back gives total fields of $8-2=6$ and $-4-2=-6$ MV/m, equal and opposite as required. **The loop is shifted to positive field, and the equivalent internal bias is negative.**

**Why the signs are opposite**

The applied field has to cancel the bias before the material sees zero total field. A negative bias needs a positive applied field to cancel it, so the centre of the loop sits on the positive side.

The energy says the same. Write the energy density at zero applied field as $G(P)=G_0(P)-E_bP$, where $G_0$ is the unbiased double well and is even in $P$. For any $P>0$,

$$G(-P)-G(P)=2E_bP .$$

With $E_b<0$ this is negative, so the negative state lies lower. Switching out of it takes 8 MV/m, while switching back into it takes a field of only 4 MV/m in size.

**Some limits**

For $E_b=0$ the crossings are $\pm E_c$. If the bias in your sample grew to $-6$ MV/m at unchanged $E_c$, the falling branch would cross at $E_-=-6+6=0$. The positive state would then have lost its net polarization by the time the applied field was removed.

For a still stronger bias of $-7$ MV/m, the crossings would be $+13$ and $+1$ MV/m. The signed formula still gives $(13-1)/2=6$ MV/m, whereas averaging the magnitudes would give 7. Keep the signs.

The bias may also change during the measurement. If it is $E_{b1}$ at the rising crossing and $E_{b2}$ at the falling one, then $E_+=E_c-E_{b1}$ and $E_-=-E_c-E_{b2}$, so

$$\frac{E_+-E_-}{2}=E_c+\frac{E_{b2}-E_{b1}}{2},\qquad \frac{E_++E_-}{2}=-\frac{E_{b1}+E_{b2}}{2}.$$

The centre then gives the average bias with its sign reversed, and the half-width contains half of the change.

Finally, two crossings cannot prove that a real field exists. A material with no internal field, but with switching thresholds of $+8$ and $-4$ MV/m, would give the same pair. That is why the bias is called "equivalent".

**What this means in a thin film**

Your numbers suit a lead zirconate titanate (PZT) film capacitor, where coercive fields of some tens of kV/cm are typical. Take a thickness of 200 nm and a switchable polarization that saturates at $\pm25$ µC/cm², both rough values. Multiplying field by thickness gives crossing voltages of $+1.60$ and $-0.80$ V and an equivalent built-in voltage of $-0.40$ V, with positive voltage defined as producing positive $E$.

To estimate errors I use a simple model film made of 14,400 two-state units. Each unit has its own coercive field (normal distribution, mean 6, standard deviation 1.2 MV/m) and its own local field (mean 0, standard deviation 0.8 MV/m). It switches up or down when applied field, bias and local field together reach plus or minus its coercive field. I sweep the applied field in small steps between $\pm20$ MV/m, with $E_b=-2$ MV/m, and count the units in each state.

At zero applied field this model retains $+24.9$ µC/cm² after positive saturation and $-25.0$ µC/cm² after negative saturation. The total field of $-2$ MV/m has switched back only the weakest positive units. This says nothing about slow loss over time, because the model has no thermally activated switching.

**What can falsify the reading**

*Incomplete saturation.* Reduce the drive amplitude to 9 MV/m and keep everything else fixed. The total field now runs from $-11$ to $+7$ MV/m, so some units never switch up. Fewer units then have to switch back to reach $P=0$, and the falling crossing comes early. The model crosses at $+8.00$ and $-3.19$ MV/m, which would be read as a coercivity of 5.6 and a shift of $+2.4$ MV/m. The inferred bias is about 20% too large in magnitude, relative to the 2 MV/m put in. This reading assumes that the true zero of $P$ is known. If the loop is instead centred by making its tips ($+12.8$ and $-25.0$ µC/cm²) equal and opposite, the crossings are near $+7.55$ and $-3.77$ MV/m. The centre then reads about $+1.9$ MV/m, roughly 6% too small, so even the sign of the error depends on how the zero is set. Increase the amplitude until the loop centre stops moving, while staying below breakdown. The crossings themselves may keep drifting apart, because at fixed frequency a larger amplitude is a faster sweep (see *Frequency* below).

*A wrong zero of polarization.* Let the instrument add a constant $\delta$ to $P$. By the symmetry above, both branches have the same slope $s$ at their crossings. A crossing moves by $\Delta E$ such that $s\,\Delta E+\delta=0$, to leading order in $\delta$, so

$$\Delta E=-\frac{\delta}{s}$$

on both branches. The half-width is unchanged, but the centre moves as if the bias had changed. The model film has $s\approx13.8$ µC/cm² per MV/m, so an offset of $+1$ µC/cm² moves the centre by $-0.07$, to $+1.93$ MV/m. A more slanted loop has a smaller $s$ and suffers more.

*The linear dielectric response.* The film also polarizes reversibly by $\varepsilon_0\chi(E+E_b)$, if the bias acts on this part too. For a rough susceptibility $\chi=400$ this is 0.35 µC/cm² per MV/m. It is positive at the rising crossing and negative at the falling one, so both crossings come earlier in their sweeps. Adding it to the model lowers the half-width from 6.00 to 5.85 MV/m and leaves the centre at $+2.00$ MV/m. The zero crossing of the total polarization is therefore slightly different from the field that switches half of the units.

Software that centres the loop vertically, by making its two tips equal and opposite, adds another small error. The tips lie at total fields of $+18$ and $-22$ MV/m, so their linear parts do not cancel. Their mean is $0.35\times(-2)\approx-0.7$ µC/cm², and removing it raises the whole loop by 0.7 µC/cm². The centre then reads $+1.95$ MV/m.

*Leakage.* Suppose the leakage current is proportional to the field and reaches $10^{-6}$ A/cm² at the peak of a 1 kHz triangular drive. The charge passed in one half period is the area of a triangle:

$$\frac12\times10^{-6}\times\frac{1}{2\times1000}=2.5\times10^{-10}\ \text{C/cm}^2=2.5\times10^{-4}\ \text{µC/cm}^2 .$$

Dividing by the slope bounds the displacement of a crossing at about $2\times10^{-5}$ MV/m, which is negligible here. The charge grows in proportion to the leakage current and to the period, so a leaky film measured slowly needs a new estimate.

*Frequency.* Coercivity depends on how fast the loop is driven. If it follows $E_c\propto f^{0.05}$, a rough assumed exponent, one decade in frequency raises it by $6\,(10^{0.05}-1)=0.73$ MV/m. The centre need not move. A simple case is a double well with viscous damping,

$$\nu\,\frac{dp}{d\tau}=E+E_b+15p-15p^3,$$

where $p$ is a reduced polarization, $\tau$ is time in drive periods and fields are in MV/m. The coefficient $\nu$ is proportional to the drive frequency. I integrated this with a fourth-order Runge–Kutta method for a triangular drive of amplitude 20 MV/m and $E_b=-2$ MV/m. Reducing $\nu$ from 0.02 to 0.005 MV/m, a sweep four times slower, lowers the half-width from 6.78 to 6.19 MV/m. The centre is $+2.00$ MV/m in both cases. The amplitude matters too, because it sets the sweep rate: at $\nu=0.02$ MV/m, doubling it to 40 MV/m raises the half-width from 6.78 to 7.32 MV/m, again with the centre at $+2.00$ MV/m. A coercivity should therefore be quoted with its frequency and drive amplitude. The shift is less sensitive to it as long as the bias itself stays constant and both states are saturated.
